# Why electronic smearing can hide a vacancy's Jahn-Teller distortion

## Symmetry fixes the force

Let a vacancy sit at a geometry with a spatial symmetry group, and let $Q_a$ be displacements that lower this symmetry. They transform among themselves as $Q_a\to\sum_b R_{ab}(g)Q_b$, with no fully symmetric combination. The forces $F_a$ transform with the same orthogonal matrices.

Suppose that the electrons fill the levels according to energy alone. The one-electron density matrix is then a function of the Hamiltonian, $\rho=f(H)$. Every symmetry operation that commutes with $H$ also commutes with $\rho$, so the operation leaves the density, and hence the forces, unchanged:

$$F_a=\sum_b R_{ab}(g)F_b\quad\text{for every }g .$$

Average this over the group. The average of $R(g)$ projects onto fully symmetric combinations, of which there are none, so $F_a=0$. The result holds for any smearing width. In a self-consistent calculation it needs one further assumption: the converged density must itself have the symmetry of the site.

The Jahn-Teller force can escape this argument when a degenerate level is partly filled with whole electrons. Placing a single electron in one real partner of a doublet, for example, makes the density less symmetric than the Hamiltonian. Smearing fills the partners equally and removes that choice.

Zero force does not yet mean a stable site. The curvature decides whether the symmetric geometry is a minimum or an unstable balance point, and this depends on the width.

## The force in a three-orbital vacancy

Take three in-plane dangling orbitals on an equilateral triangle of side $d_0$ around the vacant site. Neighbouring orbitals are coupled by $H_{ij}=-t(d_{ij})$, with $t(d)=t\,e^{-(d-d_0)/\lambda}$. At $d=d_0$ there is a symmetric level $a_1$ at $-2t$ and a doublet $e$ at $+t$, with partners

$$e_1=\frac{(1,-1,0)}{\sqrt2},\qquad e_2=\frac{(1,1,-2)}{\sqrt6}.$$

Three electrons fill $a_1$ twice and $e$ once. Unless stated otherwise, the calculation is spin-polarized: the doublet electron is in the majority channel, and the number of electrons in each channel is fixed.

Measure positions from the triangle's centre and let pair 1-2 lie along $x$. The displacement $(-x,y)Q/d_0$ of each atom is normalized, because $\sum(x^2+y^2)=3(d_0/\sqrt3)^2=d_0^2$. A bond vector $(b_x,b_y)$ changes length by $(b_y^2-b_x^2)Q/d_0^2$ to first order. Pair 1-2 therefore shortens by $Q$, and the other two pairs lengthen by $Q/2$.

With $\delta=tQ/\lambda$, the hoppings become $t_{12}=t+\delta$ and $t_{13}=t_{23}=t-\delta/2$. The energies of the partners are

$$\langle e_1|H|e_1\rangle=t_{12}=t+\delta,$$

$$\langle e_2|H|e_2\rangle=\frac{-t_{12}+2t_{13}+2t_{23}}{3}=t-\delta .$$

Mirror symmetry forbids an element between them. The doublet splits by $\pm VQ$, with $V=t/\lambda$. The second deformation, $(y,x)Q_2/d_0$, is odd under this mirror and couples $e_1$ to $e_2$. It leaves pair 1-2 unchanged and alters the other lengths by $\pm\sqrt3Q_2/2$, which gives an off-diagonal element of size $VQ_2$. Both coupling matrices are traceless.

For occupations $f_1,f_2$, the force along $Q$ at the symmetric geometry is

$$F=-(f_1V-f_2V)=V(f_2-f_1).$$

Equal filling gives zero. The result does not depend on which partners are chosen, since equal filling multiplies the unit matrix of the doublet. One electron in the real combination $\cos\theta\,e_1+\sin\theta\,e_2$ instead gives force components proportional to $\cos2\theta$ and $\sin2\theta$, with total size $V$ for every $\theta$.

The example uses rough parameters in the regime of a graphene vacancy: $d_0=0.246$ nm, $t=1.0$ eV and $\lambda=0.050$ nm. Then $V=1.0/0.050=20$ eV/nm. The force is 20 eV/nm for filling 1/0, 8 eV/nm for 0.7/0.3, and zero to rounding for 0.5/0.5.

## The stiffness that opposes the distortion

Each atom is tied to the host by a spring $k=1600$ eV/nm². A pair repulsion $\tfrac12t\,e^{-2(d-d_0)/\lambda}$ balances the bonding force. To see the balance, note that two $a_1$ electrons contribute $-\tfrac43\sum t_{ij}$. The Hamiltonian has zero trace, so the two $e$ expectation values add to $+\tfrac23\sum t_{ij}$, and half filling of each gives $+\tfrac13\sum t_{ij}$. The total is $-\sum t_{ij}$. With $s=(d-d_0)/\lambda$, the energy per bond is

$$-t e^{-s}+\tfrac12t e^{-2s}.$$

Its slope vanishes at $s=0$, and its second derivative in $d$ is $(-t+2t)/\lambda^2=t/\lambda^2$. The squared length changes add to $Q^2(1+\tfrac14+\tfrac14)=\tfrac32Q^2$, so the bonds add $\tfrac32t/\lambda^2$ to the stiffness. Second-order length changes do not contribute, because the slope is zero.

The distortion also mixes $a_1$ with $e_2$. The matrix element has size $(2t_{12}-2t_{13})/\sqrt{18}=\delta/\sqrt2$, and the gap is $3t$. The differences in occupation are $1-\tfrac12$ in the majority channel and $1$ in the minority channel, together $\tfrac32$. Second-order perturbation theory gives

$$-\frac32\,\frac{\delta^2/2}{3t}=-\frac{\delta^2}{4t}=-\frac{t}{4\lambda^2}Q^2,$$

which lowers the stiffness by $\tfrac12t/\lambda^2$. Hence

$$K=k+\frac{t}{\lambda^2}=1600+400=2000\ \text{eV/nm}^2 .$$

The linear model keeps this $K$ and the linear splitting $\pm VQ$ at all $Q$. With one whole electron in the lower level,

$$E(Q)=\tfrac12KQ^2-V|Q| .$$

This has a cusp at $Q=0$. For $Q>0$, setting $KQ-V=0$ gives $Q_0=V/K=0.010$ nm, and the energy falls by

$$E_{JT}=\frac{V^2}{2K}=\frac{20^2}{2\times2000}=0.10\ \text{eV}.$$

## Smearing turns the cusp into a well

Let $w$ be the Fermi-Dirac width, in eV. Relaxation at fixed electron number follows the free energy $A=E-TS$, where

$$-TS=w\sum_i[f_i\ln f_i+(1-f_i)\ln(1-f_i)].$$

Its derivative with respect to $f_i$ is $w\ln[f_i/(1-f_i)]=-(\varepsilon_i-\mu)$, so $\partial A/\partial f_i=\mu$. Changes of occupation at fixed number then cost nothing to first order, and the force is found with the occupations held fixed.

Measure energy from the centre of the doublet. One electron shared by levels $\pm VQ$ has $\mu=0$, since $f(\varepsilon)+f(-\varepsilon)=1$. Inserting the Fermi function gives $A_{el}=-w\sum_i\ln(1+e^{-\varepsilon_i/w})$. With $(1+e^z)(1+e^{-z})=4\cosh^2(z/2)$,

$$A(Q)=\tfrac12KQ^2-2w\ln\!\left[2\cosh\frac{VQ}{2w}\right].$$

For small $Q$, use $\ln\cosh y=y^2/2-y^4/12+\dots$:

$$A=-2w\ln2+\frac12\left(K-\frac{V^2}{2w}\right)Q^2+\frac{V^4Q^4}{96w^3}+\dots$$

The linear term is absent. The curvature changes sign at

$$w_c=\frac{V^2}{2K}=E_{JT}.$$

At $w=0.05$ eV the curvature is $2000-400/0.10=-2000$ eV/nm²; at $w=0.15$ eV it is $2000-400/0.30\approx667$ eV/nm². Finite differences of the free energy of the three-orbital model agree with both values. Its critical width is 0.100 eV, which as a nominal smearing temperature $w/k_B$ is 1160 K.

The two sides of the threshold behave differently in a relaxation of all six in-plane coordinates:

- Starting from a uniformly expanded triangle, the relaxation converges to the symmetric site at both 0.05 and 0.15 eV. In each case it takes 8 steps and leaves no distortion beyond rounding.
- After a kick of 0.0002 nm, the run at 0.05 eV moves away to $Q=0.0103$ nm. The run at 0.15 eV returns to the symmetric site, apart from a residue of about $10^{-6}$ nm left by the finite force criterion.

The first calculation at 0.05 eV is therefore stuck at an unstable point. At 0.15 eV the trap is a genuine local minimum of the smeared free energy.

## The threshold depends on the smearing scheme

For a general occupation function, differentiate $dA/dQ=KQ+\sum_i f_i\,d\varepsilon_i/dQ$ once more at $Q=0$. The chemical potential has no first-order shift, because the level shifts add to zero and all partners respond equally. Thus

$$A''(0)=K-V^2\sum_i\left(-\frac{\partial f}{\partial\varepsilon}\right)_i ,$$

where the sum includes spin. For Fermi-Dirac smearing, $-\partial f/\partial\varepsilon=f(1-f)/w$.

- In the spin-polarized case, two levels at $f=\tfrac12$ give $2\times\tfrac14/w$, and $w_c=E_{JT}=0.10$ eV.
- In the unpolarized case, one electron fills four spin-orbitals to $f=\tfrac14$. The sum is $4\times\tfrac3{16}/w=3/(4w)$. The stiffness is unchanged, because the occupation differences in the $a_1$-$e$ mixing are now $2(1-\tfrac14)=\tfrac32$. Hence $w_c=3V^2/(4K)=\tfrac32E_{JT}=0.15$ eV.
- For spin-polarized Gaussian smearing, $f=\tfrac12\operatorname{erfc}[(\varepsilon-\mu)/\sigma]$ has slope $-1/(\sigma\sqrt\pi)$ at $\mu$. Two levels give $\sigma_c=2V^2/(K\sqrt\pi)=4E_{JT}/\sqrt\pi\approx0.226$ eV.

The three-orbital model reproduces all three thresholds. Equal nominal widths are thus not equivalent. At a Fermi width of 0.12 eV, the unpolarized calculation distorts to 0.0091 nm, while the polarized one returns to the symmetric site. As the doublet becomes empty or full, $f(1-f)\to0$ and the Fermi threshold goes to zero, as it should when there is no Jahn-Teller effect to hide.

Smearing also weakens a distortion that survives. In the polarized Fermi case, let $m$ be the occupation of the lower level minus that of the upper one. The Fermi functions give $m=\tanh(VQ/2w)$, and zero force requires $KQ=Vm$. Substitution yields

$$Q=mQ_0,\qquad m=\tanh\!\left(\frac{mE_{JT}}{w}\right).$$

Since $\tanh$ rises with initial slope one and then bends over, a non-zero solution requires $w<E_{JT}$. At $w=0.08$ eV the linear model gives $Q=0.0071$ nm, against 0.0084 nm in the three-orbital model. At 0.025 eV the values are 0.0100 and 0.0106 nm. The differences come from nonlinear terms.

The linear model loses its distortion continuously. Threefold symmetry also permits a cubic term in the free energy, which can leave a distorted minimum slightly above $w_c$. Runs started from $Q_0$ return to the symmetric site at 0.12 and 0.15 eV; the interval between 0.10 and 0.12 eV was not resolved.

## The energy error survives the entropy correction

At a width of 0.01 eV, where the filling of the distorted site is nearly integer, the three-orbital model has two mirror-symmetric solutions. One short pair (0.235 nm, with two pairs of 0.251 nm) lies 0.108 eV below the symmetric site. One long pair (0.255 nm, with two of 0.241 nm) lies 0.094 eV below it. Only the short-pair geometry is a minimum. The long-pair geometry is a saddle point: a small displacement that breaks its mirror symmetry leads down to a short-pair minimum. A calculation trapped at the symmetric site therefore misses 0.108 eV.

The common zero-width estimate $(E+A)/2$ does not repair this. It relies on $E=E_0+cw^2$ and $A=E_0-cw^2$, whose average is $E_0$. For a half-filled doublet held at the symmetric site, $E$ does not depend on $w$, whereas $A=E-2w\ln2$. The average is $E-w\ln2$, with an error linear in $w$.

At $w=0.15$ eV this estimate lies 0.104 eV below the symmetric energy, close to the true gain of 0.108 eV. The agreement is accidental: the first number is $0.15\ln2$ and contains neither $V$ nor $K$.

For annealing, consider a formation energy that is too high by 0.108 eV. By itself, this error would lower the equilibrium vacancy concentration at 1160 K, where $k_BT=0.10$ eV, by a factor $e^{0.108/0.10}\approx3$. The factor shows how sensitive the concentration is to the energy; it is not a prediction. At this temperature entropy terms are comparable with the energy error. Exactly one electron in the doublet of the symmetric site has an orbital entropy term $k_BT\ln2\approx0.07$ eV. The smeared model gives twice this, $2k_BT\ln2\approx0.14$ eV, because independent Fermi occupations also count the empty and doubly filled doublet. A real estimate needs the full free energies, including nuclear motion. Vacancies left by implantation need not be in equilibrium, so this factor does not apply directly to their number.

## When the density breaks symmetry by itself

Electron interactions can favour unequal filling. Represent this by an energy $-\tfrac12Jm^2$ with $J>0$. Differentiating with respect to the occupations gives levels at $\mp(VQ+Jm)$, and therefore

$$m=\tanh\!\left(\frac{VQ+Jm}{2w}\right).$$

With mobile nuclei, $Q=Vm/K$ and $VQ=2E_{JT}m$. For small $m$, a non-zero solution first appears when $2w=2E_{JT}+J$, so

$$w_c=E_{JT}+\frac J2 .$$

With the nuclei clamped at $Q=0$, the density becomes unstable below $w=J/2$. A trial value $J=0.10$ eV puts these thresholds at 0.15 and 0.05 eV. Below the second, a self-consistent cycle without imposed symmetry can select one partner and restore the force. The opening argument then fails at its assumption of a symmetric density.

## How far the example represents graphene

In a flat graphene vacancy, three in-plane dangling orbitals do form a symmetric level and a doublet, and a Jahn-Teller energy of the order of 0.1 eV is a reasonable rough scale. The model's short pair of 0.235 nm is too long: first-principles calculations give roughly 0.2 nm. The model omits the $\pi$ electrons, out-of-plane motion, the extended lattice response and coupling between defects. Its parameters should not be used to predict the threshold of a particular calculation. Within the model, neglecting spin polarization moves the threshold from 0.10 to 0.15 eV, and the trial $J$ moves the polarized value by the same amount.

Quantum motion limits the static picture. With the carbon mass $M$, the vibrational quantum $\hbar\sqrt{K/M}$ is 0.083 eV, comparable with $E_{JT}$. The scale for motion around the ring of equivalent distortions, $\hbar^2/(2MQ_0^2)$, is 0.017 eV. The long-pair and short-pair energies differ by 0.014 eV, which estimates the barrier if the leading threefold term dominates. The model vacancy may therefore move between its three distortions even at low temperature. That would restore symmetry on average, but through nuclear motion and not through fractional filling. The conclusion does not carry over to graphene without a separate calculation. There the pair shortens about four times as much as in the model, and the scale $\hbar^2/(2MQ_0^2)$ falls as $1/Q_0^2$.

Nor does the smearing width stand for the sample temperature. At 300 K, $k_BT=0.026$ eV, and a Fermi width of this size gives $m=0.999$ in the linear model. Exactly one electron distributed thermally over the two levels has $m=\tanh(VQ/k_BT)$ instead, which is still closer to one and places the threshold at $k_BT=2E_{JT}$. Either way, thermal filling at room temperature barely weakens the distortion.

## What to do in a calculation

Inspect the occupations at the relaxed geometry. Equal fractions in a degenerate defect level at the Fermi energy are a warning. A small residual force is not evidence against a distortion, because symmetry makes the relevant component vanish.

Then lower the width and break the symmetry together. Above threshold, a sufficiently small kick decays; below it, a perfectly symmetric start can remain symmetric. Release any symmetry constraint on both geometry and density, and try both senses of the distortion. Include a small component that breaks any remaining mirror symmetry, since a mirror-symmetric kick can end at a saddle point such as the long-pair geometry.

The kick must produce a force above the stopping criterion. In the example at 0.05 eV, a displacement of 0.0002 nm gives a force of $2000\times0.0002=0.4$ eV/nm along $Q$. Each atom moves by $Q/\sqrt3$ in this mode and carries the same fraction of the force, $0.4/\sqrt3\approx0.23$ eV/nm. A criterion on the atomic forces looser than this would accept the unstable point at once.

A suitable width can be estimated from the force $V$ at integer filling and the stiffness $K$, through $E_{JT}=V^2/(2K)$. Here $K$ is the stiffness with the occupations of the doublet frozen at equal filling. The curvature of the smeared free energy cannot replace it, because the Jahn-Teller term has already reduced that curvature. For a polarized, half-filled doublet with linear coupling, the Fermi width should be well below this energy; at half of it, the linear model retains 96% of $Q_0$. If a metallic host needs a larger width, fix integer occupations for the defect level where it can be identified. Compare the internal energies $E$ of the symmetric and distorted sites at the same small width. The free energy $A$ would favour the symmetric site through the entropy of its fractional filling, which contributes $-2w\ln2$ for the polarized, half-filled doublet. The values behind the example are collected in the numerical output.

## Values computed for the example and the checks

```
Neighbour separation: 0.246 nm
Hopping: 1.00 eV; decay length: 0.050 nm
Host stiffness k: 1600 eV/nm^2
Linear coupling V: 20.0 eV/nm
Effective stiffness K: 2000 eV/nm^2
Linear-model E_JT: 0.1000 eV; Q0: 0.0100 nm
JT force, filling 1/0: 20.000 eV/nm
JT force, filling 0.7/0.3: 8.000 eV/nm
JT force, filling 0.5/0.5: 1.3e-14 eV/nm
Curvature at width 0.05 eV: -1999.9 eV/nm^2
Curvature at width 0.15 eV: 666.5 eV/nm^2
Critical width, Fermi, polarized: full 0.1000, formula 0.1000 eV
Critical width, Fermi, unpolarized: full 0.1500, formula 0.1500 eV
Critical width, Gaussian, polarized: full 0.2257, formula 0.2257 eV
Critical Fermi width as temperature: 1160 K
Symmetric start, 0.05 eV: 8 steps, Q = 1.6e-15 nm
Symmetric start, 0.15 eV: 8 steps, Q = 6.4e-17 nm
Kick size: 0.0002 nm
After kick, width 0.05 eV: Q = 0.01033 nm
After kick, width 0.15 eV: Q = 2.5e-06 nm
Distorted start, 0.025 eV: full Q 0.01060, linear 0.00999 nm
Distorted start, 0.050 eV: full Q 0.01033, linear 0.00958 nm
Distorted start, 0.080 eV: full Q 0.00841, linear 0.00710 nm
Distorted start, 0.120 eV: full Q 0.00000, linear 0.00000 nm
Distorted start, 0.150 eV: full Q 0.00000, linear 0.00000 nm
Unpolarized, width 0.12 eV: Q = 0.00906 nm
Unpolarized, width 0.18 eV: Q = 5.0e-06 nm
Width for near-integer filling: 0.010 eV
Full model, one short pair: 0.2345, 0.2506, 0.2506 nm
  energy below symmetric site: 0.1083 eV
Full model, one long pair: 0.2546, 0.2406, 0.2406 nm
  energy below symmetric site: 0.0944 eV
Gain(short) minus gain(long): 0.0139 eV
Symmetric -TS at width 0.15 eV: -0.2082 eV
(E+A)/2 minus symmetric E, 0.15 eV: -0.1039 eV
Trial orbital-polarization J: 0.100 eV
Threshold with J, mobile nuclei: 0.1500 eV
Threshold with J, clamped nuclei: 0.0500 eV
Carbon mass: 12.011 u
Vibrational quantum: 0.0834 eV
Pseudorotation quantum scale: 0.0174 eV
kT at 300 K: 0.0259 eV; order m: 0.9991
```
